# Why a noisy reference gauge flattens a calibration line

An X-ray fluorescence tool is to be calibrated for molybdenum films about 50 nm thick. Twenty-five wafers are measured on the tool and on a stylus profiler, and a least-squares line is fitted to tool signal against stylus thickness. The decision is whether to load the fitted slope into the tool as its sensitivity, together with the fitted intercept as its background. With the numbers used below, doing so makes a 54 nm film read about 55 nm on average, and measuring more wafers in the same way does not remove this error. The cause is the noise of the stylus, and the size of the slope error follows from a ratio of two variances.

## The model

Let \(t\) be the true thickness of a wafer drawn from a population with mean \(\mu\) and variance \(\sigma_t^2>0\). The stylus reads \(x\) and the tool gives the signal \(y\):

\[
x=t+u,\qquad y=a+bt+v .
\]

Here \(b\neq0\) is the true sensitivity and \(a\) the background. The errors \(u\) and \(v\) have zero mean and finite variances \(\sigma_u^2\) and \(\sigma_v^2\). They are uncorrelated with \(t\) and with each other, and different wafers are independent. No distribution has been assumed yet.

The example takes \(\mu=50\) nm, \(\sigma_t=2\) nm, \(\sigma_u=1\) nm, \(a=200\) counts/s, \(b=100\) counts/s per nm and \(\sigma_v=35\) counts/s.

## What least squares converges to

As the number of wafers grows, sample means, variances and covariances tend to their population values. The fitted line therefore tends to the one that minimises

\[
Q(A,B)=E\big[(y-A-Bx)^2\big].
\]

Setting \(\partial Q/\partial A=-2E[y-A-Bx]\) to zero gives \(A=E[y]-B\,E[x]\). With this \(A\), only deviations from the means remain:

\[
Q=\mathrm{Var}(y)-2B\,\mathrm{Cov}(x,y)+B^2\,\mathrm{Var}(x).
\]

The derivative with respect to \(B\) vanishes at

\[
B=\frac{\mathrm{Cov}(x,y)}{\mathrm{Var}(x)},
\]

which is a minimum because the second derivative, \(2\,\mathrm{Var}(x)\), is positive.

Now insert the model. The constant \(a\) drops out of the covariance, which leaves four terms:

\[
\mathrm{Cov}(t+u,\;bt+v)=b\sigma_t^2+\mathrm{Cov}(t,v)+b\,\mathrm{Cov}(u,t)+\mathrm{Cov}(u,v)=b\sigma_t^2 .
\]

The last three vanish by assumption. In the variance of \(x\), however, \(u\) meets itself:

\[
\mathrm{Var}(x)=\sigma_t^2+2\,\mathrm{Cov}(t,u)+\sigma_u^2=\sigma_t^2+\sigma_u^2\equiv\sigma_x^2 .
\]

Hence

\[
B=\lambda b,\qquad
\lambda=\frac{\sigma_t^2}{\sigma_t^2+\sigma_u^2}
=\frac{\text{true reference variance}}{\text{observed reference variance}} .
\]

Reference noise enlarges the denominator and leaves the numerator alone. For \(\sigma_u>0\) the factor lies between 0 and 1, so the slope shrinks in magnitude, whatever the sign of \(b\). Since \(E[x]=\mu\) and \(E[y]=a+b\mu\), the intercept is

\[
A=a+b\mu-\lambda b\mu=a+b(1-\lambda)\mu .
\]

The line still passes through the mean point \((\mu,\,a+b\mu)\); it has been turned about it.

In the example \(\lambda=4/(4+1)=0.8\). The fitted slope tends to 80 counts/s per nm, and the intercept to \(200+100\times0.2\times50=1200\) counts/s.

The relative error of the slope is \(\lambda-1=-\sigma_u^2/\sigma_x^2\), close to \(-(\sigma_u/\sigma_t)^2\) when the noise is small. What matters is the noise compared with the spread of the wafers, not with their thickness. A stylus error of 2% of the film thickness costs 20% of the slope here, because the wafers differ so little. In the opposite limit, \(\sigma_u\gg\sigma_t\), the slope falls to about \(b\sigma_t^2/\sigma_u^2\) and the calibration is nearly flat.

The result needs no bell-shaped distribution. Take thicknesses of 40, 47 and 60 nm with probabilities 0.5, 0.3 and 0.2, and stylus errors of −2 and +6 nm with probabilities 0.75 and 0.25. The variances are 57.49 and 12 nm², so \(\lambda=57.49/69.49=0.827\). A direct least-squares fit to all combinations, with a skewed tool error included, gives a slope of 82.73 counts/s per nm, as the formula requires.

## Why a high reading overstates the film

The algebra has a simple meaning, which is clearest for Gaussian variables. A wafer with a high stylus reading may be thick, or it may have received a positive error. Among wafers selected for high readings, both are over-represented, so their true thickness is on average closer to the mean than the readings suggest. The tool responds to the true thickness, so its mean signal rises by less than \(b\) per nanometre of reading. For other distributions this is true of the fitted line, but not necessarily of the mean signal between any two readings.

The argument can be made quantitative if \(t\), \(u\) and \(v\) are jointly Gaussian, in which case being uncorrelated makes them independent. By Bayes' rule, the density of \(t\) at a given reading \(x\) is proportional to

\[
\exp\left[-\frac{(t-\mu)^2}{2\sigma_t^2}-\frac{(x-t)^2}{2\sigma_u^2}\right].
\]

The exponent is quadratic in \(t\), so this is again a Gaussian. Its peak, which is also its mean, lies where the derivative of the exponent vanishes:

\[
-\frac{t-\mu}{\sigma_t^2}+\frac{x-t}{\sigma_u^2}=0
\quad\Rightarrow\quad
E[t|x]=\frac{\sigma_u^2\mu+\sigma_t^2x}{\sigma_t^2+\sigma_u^2}
=\mu+\lambda(x-\mu).
\]

The coefficient of \(-t^2/2\) in the exponent is the inverse variance:

\[
\frac{1}{\mathrm{Var}(t|x)}=\frac1{\sigma_t^2}+\frac1{\sigma_u^2}
\quad\Rightarrow\quad
\mathrm{Var}(t|x)=\frac{\sigma_t^2\sigma_u^2}{\sigma_t^2+\sigma_u^2}=(1-\lambda)\sigma_t^2 .
\]

Wafers that read 54 nm have a mean true thickness of \(50+0.8\times4=53.2\) nm. Their mean signal is \(200+100\times53.2=5520\) counts/s, and the attenuated line gives the same value, \(1200+80\times54=5520\).

## Noise in the tool acts differently

The variance \(\sigma_v^2\) does not appear in \(B\). With a noiseless tool the fitted slope would still be 80 counts/s per nm. Tool noise scatters the points vertically, which is the direction in which least squares allows for error.

Exchanging the axes exchanges the roles. Regressing \(x\) on \(y\) gives the slope \(\mathrm{Cov}(x,y)/\mathrm{Var}(y)\), and its inverse is

\[
\frac{b^2\sigma_t^2+\sigma_v^2}{b\sigma_t^2}=b+\frac{\sigma_v^2}{b\sigma_t^2}.
\]

This is too large in magnitude. Here it is \(100+1225/400=103.06\) counts/s per nm. Within this model, and for large samples, the two regressions bracket the true slope. The second is closer here because the tool noise, expressed as thickness, is \(35/100=0.35\) nm, well below the 1 nm of the stylus.

## More wafers do not remove the bias

For Gaussian variables the behaviour of a finite calibration can also be found. At fixed \(x\), the signal has mean \(A+\lambda bx\) and a variance that does not depend on \(x\):

\[
s^2=\sigma_v^2+b^2\,\mathrm{Var}(t|x)=\sigma_v^2+b^2\sigma_t^2(1-\lambda).
\]

So \(y_i=A+\lambda bx_i+\varepsilon_i\), where \(\varepsilon_i\) is Gaussian with variance \(s^2\) and independent of \(x_i\). With \(S_{xx}=\sum_i(x_i-\bar x)^2\), the fitted slope is

\[
\hat B=\frac{\sum_i(x_i-\bar x)y_i}{S_{xx}}
=\lambda b+\frac{\sum_i(x_i-\bar x)\varepsilon_i}{S_{xx}},
\]

because \(\sum_i(x_i-\bar x)=0\) and \(\sum_i(x_i-\bar x)x_i=S_{xx}\). For given readings the last term has zero mean and variance \(s^2/S_{xx}\), so the mean slope is \(\lambda b\) at finite \(n\) too, provided \(n>2\); for \(n=2\) the average over readings does not exist. Moreover \(S_{xx}/\sigma_x^2\) follows a chi-squared law with \(n-1\) degrees of freedom. A standard Gaussian divided by the root of an independent chi-squared variable per degree of freedom is a Student variable \(T\), here with \(n-1\) degrees of freedom:

\[
\hat B=\lambda b+\frac{s}{\sigma_x\sqrt{n-1}}\,T .
\]

The variance of \(T\) is \((n-1)/(n-3)\) for \(n>3\), so the standard deviation of \(\hat B\) is \(s/(\sigma_x\sqrt{n-3})\).

In the example \(s^2=1225+8000=9225\), or \(s=96.0\) counts/s. For 25 wafers the slope scatters by \(96.0/(2.236\sqrt{22})=9.16\) counts/s per nm about 80. A single calibration can therefore land above the true slope, with a chance of 1.59%. In 100,000 simulated calibrations the mean was 80.01, the standard deviation 9.19 and the fraction above the true slope 1.61%.

Increasing \(n\) narrows the scatter around the wrong value. One simulated calibration with 400,000 wafers gave 79.81. The formula predicts a standard deviation of about 0.07 there, so this draw lies nearly three standard deviations low. That is unusual but possible, and it is far from 100.

Nor does the shape of the scatter plot give a warning. In the Gaussian case the residuals about the attenuated line have constant variance and no trend. A different instrument pair, with a perfect stylus, a true slope of 80, a background of 1200 counts/s, a tool noise of 96.0 counts/s and a wafer variance of 5 nm², would produce the same joint distribution of \(x\) and \(y\). For Gaussian variables, one reading per wafer cannot tell the two apart, and one further piece of information must come from elsewhere. It need not be \(\sigma_u\). If the tool noise is known, a residual scatter of 96 instead of 35 counts/s exposes the fault, and \(b=(\mathrm{Var}(y)-\sigma_v^2)/\mathrm{Cov}(x,y)\). If the background \(a\) is known from a bare substrate, \((\bar y-a)/\bar x\) tends to \(b\), with a scatter of about \(105.9/(50\sqrt{25})=0.42\) counts/s per nm for 25 wafers, provided the response is linear down to zero thickness and the stylus has no offset.

## When the attenuated line is the right one

Whether the flattening is a fault depends on the use. To predict the tool signal from a stylus reading on another wafer of the same population, the attenuated line is the best straight line, since that is what it minimises. In the large-sample limit its rms error is 96.0 counts/s. The true line leaves the residual \(v-bu\), with rms value \(\sqrt{1225+10000}=105.9\) counts/s.

Calibration asks for the reverse: a signal is turned into a thickness. For a film of thickness \(t\), the mean signal \(a+bt\) put through the attenuated line gives

\[
\hat t=\frac{a+bt-A}{\lambda b}
=\frac{t-\mu+\lambda\mu}{\lambda}
=\mu+\frac{t-\mu}{\lambda}.
\]

Films at the mean thickness are read correctly, and every deviation is stretched by \(1/\lambda=1.25\). A 54 nm film gives 5600 counts/s and is read as \((5600-1200)/80=55\) nm. A process with a true spread of 2 nm would appear to have one of 2.5 nm, before tool noise is added. A check on a film close to 50 nm could easily miss the fault: the error is zero at 50 nm and only 0.25 nm at 51 nm.

## Conditions under which the result fails

If the errors may be correlated with the truth and with each other, the covariances dropped earlier must be kept. Write \(C_{tu}\), \(C_{tv}\) and \(C_{uv}\) for them. Then

\[
B=\frac{b(\sigma_t^2+C_{tu})+C_{tv}+C_{uv}}{\sigma_t^2+2C_{tu}+\sigma_u^2}.
\]

Suppose first that both gauges share an error, so that the tool signal contains an extra \(\kappa bu\). Then \(C_{uv}=\kappa b\sigma_u^2\), the other two covariances vanish, and

\[
B=b\,\frac{\sigma_t^2+\kappa\sigma_u^2}{\sigma_t^2+\sigma_u^2}.
\]

For \(\kappa=1\) the attenuation cancels. For \(\kappa=2\) the slope is \(100\times6/5=120\) counts/s per nm, an overestimate.

The second case is a reference value that is assigned rather than measured. If \(x\) is a deposition setpoint and the film scatters about it, then \(t=x+e\), with \(e\) of zero mean and uncorrelated with \(x\). This is called Berkson error. Now \(y=a+bx+be+v\), and if \(v\) is also uncorrelated with \(x\), \(\mathrm{Cov}(x,y)=b\,\mathrm{Var}(x)\) and \(B=b\). In the general formula \(u=-e\) and \(C_{tu}=-\sigma_u^2\), so numerator and denominator both contain \(\sigma_t^2-\sigma_u^2\). The same amount of disagreement between \(x\) and \(t\) is harmless here because it is uncorrelated with \(x\) instead of \(t\). Dividing by \(\lambda\) would then introduce an error.

## Measuring the missing variance

Return to the original assumptions and let the stylus measure each wafer twice, \(x_1=t+u_1\) and \(x_2=t+u_2\), with errors uncorrelated with each other. The part common to the two readings is the true thickness:

\[
\mathrm{Cov}(x_1,x_2)=\sigma_t^2,\qquad
\mathrm{Cov}(\bar x,y)=b\sigma_t^2,\qquad \bar x=\tfrac12(x_1+x_2).
\]

The ratio of the sample covariances,

\[
\hat b=\frac{S_{\bar xy}}{S_{x_1x_2}},
\]

therefore tends to \(b\). The intercept follows from the mean point, \(\hat a=\bar y-\hat b\bar x\), with \(\bar x\) here averaged over all wafers. In simulations with 25 wafers the median corrected slope was 100.4 counts/s per nm, and the central range from the 16th to the 84th percentile ran from 91.4 to 111.5. The median is nearly free of bias, though the estimate, being a ratio, is skewed upward and averages about 1.5% high; the uncertainty of a small calibration remains.

The experiment can also be designed to keep \(\lambda\) near 1. The mean of \(r\) independent readings has error variance \(\sigma_u^2/r\), so an ordinary regression on it has

\[
\lambda_r=\frac{\sigma_t^2}{\sigma_t^2+\sigma_u^2/r}
=\frac{r\sigma_t^2}{r\sigma_t^2+\sigma_u^2}.
\]

Only the combination \(r\sigma_t^2/\sigma_u^2\) enters. With all else fixed, four readings per wafer do as much for the bias as doubling the thickness spread: both give \(\lambda=16/17=0.941\). To reach \(\lambda=0.99\) requires \(r\sigma_t^2/\sigma_u^2=0.99/0.01=99\). That means 25 readings per wafer at a spread of 2 nm, or one reading at a spread of 9.95 nm. Wafers made deliberately thinner and thicker are the more economical choice in readings, provided that the response stays linear and the stylus noise does not grow over the wider range.

## The model beside a real molybdenum calibration

The parameters are rough typical values, to be replaced by those of the actual gauges. The tool noise of 35 counts/s is a rounded allowance for counting noise in 10 s (22.8 counts/s) and a 0.5% scatter in film density (25.0 counts/s). Several assumptions are only approximate in practice, and the changes below are relative to the fitted slope of 80, one effect at a time. Molybdenum absorbs some of the X-rays; with a rough effective attenuation length of 8 μm, suited to the K lines, the slope becomes 79.50. The true local sensitivity near 50 nm falls by the same factor, to 99.38, so the ratio stays 0.8 and over this narrow spread absorption adds no calibration error of its own. The softer L lines are absorbed much more strongly, and a tool that uses them loses a much larger part of its sensitivity in this way and has a more curved response. A 1% scale error of the stylus gives 79.52, and stylus noise proportional to thickness changes the slope by less than 0.1%. Fluorescence responds to mass per area, so density matters as well: if its 0.5% scatter has a correlation of 0.2 with thickness, the slope rises to 82.0. A further effect arises if stylus and X-ray beam sample different spots. A thickness mismatch of 0.5 nm that is uncorrelated with the thickness under the beam adds 0.25 nm² to the reference variance and lowers the slope to \(400/5.25=76.2\). If the mismatch is instead shared equally between the two spots, then \(C_{tu}=-0.125\) nm² and the general formula gives \(387.5/5=77.5\). With the values assumed here this is the largest shift for a tool that uses the K lines, but the ranking depends on them: a density correlation of 0.5 would give 85.0.

The mismatch also limits the cure. Repeated stylus readings at one spot share the same mismatch, so they reveal the 1 nm² of repeatability and miss the 0.25 nm². The corrected slope is then \(400/4.25=94.1\), still 6% below the true value. The repeats must vary whatever makes the reference differ from the film seen by the tool, including the position of the stylus. A scale error is beyond their reach altogether: if both readings contain \(1.01\,t\), the covariance ratio tends to \(1.01b/1.01^2=b/1.01\), and a traceable thickness standard is needed to find it.

The fitted slope of 80 should therefore not be loaded as the sensitivity. The numerical output below lists the values for this example.

## Calculated quantities

```
Mean thickness 50 nm; true spread 2.0 nm
Stylus repeatability 1.0 nm; observed spread 2.236 nm
True variance 4.00 nm^2; observed 5.00 nm^2
Tool: background 200 counts/s, true slope 100 counts/s per nm
Tool noise 35 counts/s; wafers 25
Counting noise in 10 s: 22.8 counts/s
Density-scatter noise: 25.0 counts/s
Attenuation factor 0.800 (no unit)
Fitted slope 80.00 counts/s per nm
Fitted intercept 1200.0 counts/s
Fitted slope with noiseless tool 80.00 counts/s per nm
Inverted reverse-regression slope 103.06 counts/s per nm
Skewed discrete case: factor 0.8273, slope 82.73 counts/s per nm
Assigned-setpoint slope 100.00 counts/s per nm
Shared error, equal in nm: slope 100.00 counts/s per nm
Shared error, doubled in tool: slope 120.00 counts/s per nm
Mean truth when stylus reads 54 nm: 53.20 nm
Rms prediction error, fitted line 96.0 counts/s
Rms prediction error, true line 105.9 counts/s
Film of 54 nm: mean signal 5600 counts/s
Its thickness from inverted fitted line 55.00 nm
Simulated calibrations: 100000
Slope mean, simulated 80.01 counts/s per nm
Slope deviation: formula 9.16, simulated 9.19 counts/s per nm
Chance slope exceeds truth: formula 1.59 %
Chance slope exceeds truth: simulated 1.61 %
Corrected slope, 25 wafers: median 100.4 counts/s per nm
Corrected slope, 16-84 % range: 91.4 to 111.5 counts/s per nm
With 400000 wafers: plain 79.81, corrected 99.99 counts/s per nm
Average of 4 readings: factor 0.9412 (no unit)
Average of 4 readings: simulated slope 94.13 counts/s per nm
True spread doubled to 4 nm: slope 94.12 counts/s per nm
For factor 0.99: 25 readings per wafer
For factor 0.99: or true spread 9.95 nm, one reading
Mo attenuation length (rough) 8 um
Fitted slope with self-absorption 79.50 counts/s per nm
Fitted slope with 0.5 nm spot mismatch 76.19 counts/s per nm
Same, corrected for repeatability only 94.12 counts/s per nm
Fitted slope with 1 % stylus scale error 79.52 counts/s per nm
Fitted slope, stylus noise proportional to t 79.974 counts/s per nm
Density: relative spread 0.5 %, correlation 0.2
Fitted slope with that density effect 82.00 counts/s per nm
```
